# Counting Displaced Silicon Atoms with the Norgett-Robinson-Torrens Model

## The problem

An ion implanted into silicon sets silicon atoms moving, and these strike further atoms. Suppose that one such cascade has a damage energy of 10000 eV, and that an atom must receive at least 15 eV to leave its lattice site. How many atoms does the cascade displace according to the Norgett-Robinson-Torrens (NRT) model?

The damage energy $E$ is the part of the first silicon atom's energy that goes into collisions between atoms. The part lost to electrons has already been removed, so $E$ is smaller than the energy with which the atom started. The displacement threshold $E_d=15$ eV is an assumed input. The algebra below holds in atomic units, but the counts depend on energies through ratios alone, so numbers can be inserted in eV.

The word "displaced" needs a definition. We count pairs, each made of one vacancy and one interstitial atom, under these rules:

1. All collisions are between one moving silicon atom and one silicon atom at rest. A projectile of energy $E$ transfers $T$ and keeps $E-T$.
2. If $T\ge E_d$, the struck atom leaves its site and moves on with energy $T$. No binding energy is subtracted. If $T<E_d$, it stays, and $T$ becomes heat.
3. If $E-T\ge E_d$, the projectile moves on.
4. If $E-T<E_d$, the projectile stops. When the struck atom has left, the projectile takes the empty site, which is a replacement. When the struck atom has stayed, the projectile becomes an interstitial.

The first atom also leaves a vacancy, provided that $E\ge E_d$, and it is included in the count. A replacement moves atoms about but adds no pair: one vacancy is made and filled in the same event. Vacancies do not otherwise meet interstitials in this model, so there is no recombination.

## A first estimate by scaling

Let $\nu(E)$ be the mean number of pairs. If the distribution of the fraction $T/E$ doesn't depend on energy, the rules contain just two energies, $E$ and $E_d$. A pure number can depend only on their ratio:

$$
\nu(E)=f(x),\qquad x=\frac{E}{E_d}.
$$

For $x\gg1$, suppose that an early collision leaves two atoms that both have energies far above the threshold. They then make their pairs independently, so

$$
f(x)\approx f(x_1)+f(x_2),\qquad x_1+x_2=x .
$$

A function proportional to $x$ satisfies this relation, which suggests

$$
\nu(E)\approx c\,\frac{E}{E_d},
$$

with a number $c$ that scaling cannot supply. Taking $c\approx1$ gives the first estimate,

$$
\nu\approx\frac{10000}{15}\approx 667 .
$$

The rules show on which side this estimate errs. An interstitial forms in a collision where both $T$ and $E-T$ are below $E_d$. The projectile entered that collision with at least $E_d$, since otherwise it would already have stopped. All of this energy becomes heat. Each pair therefore uses up at least $E_d$, in an event of its own, and energy conservation gives

$$
N_{\rm pairs}E_d\le E,\qquad\text{so}\qquad N_{\rm pairs}\le\frac{E}{E_d}.
$$

This holds for every cascade that obeys the rules, whatever the distribution of $T$. The value 667 is thus an upper bound as well as an estimate of scale.

A simple special case shows how $c$ can fall below one. Let every collision divide the energy equally. After nine generations there are $2^9=512$ moving atoms, each with

$$
\frac{10000\ \text{eV}}{512}\approx19.5\ \text{eV}.
$$

This is still above the threshold. The next collision leaves about 9.8 eV on each partner, both below the threshold, so each of the 512 atoms stops as an interstitial. At this energy, equal sharing gives 512 pairs, or $c\approx0.77$. At other energies the atoms stop from anywhere between 15 and 30 eV, so $c$ varies between 0.5 and 1. To find $c$ when the transfers differ from collision to collision, we need their distribution.

## The exact solution for hard spheres

### The distribution of transfers

Take the atoms as smooth hard spheres of equal mass $M$ that touch when their centres are a distance $D$ apart. The projectile has velocity $\mathbf v$, and $\mathbf n$ is the unit vector from its centre to that of the struck atom at contact. Smooth spheres exert a force only along $\mathbf n$. If the impulse has magnitude $J$, the final velocities are

$$
\mathbf v_1=\mathbf v-\frac{J}{M}\mathbf n,\qquad
\mathbf v_2=\frac{J}{M}\mathbf n .
$$

These satisfy momentum conservation. Conservation of kinetic energy, after division by $M/2$, requires

$$
v^2=v_1^2+v_2^2
=v^2-\frac{2J}{M}\,\mathbf v\cdot\mathbf n+\frac{2J^2}{M^2}.
$$

The solution $J=0$ describes a miss. The other is $J/M=\mathbf v\cdot\mathbf n$: the struck atom takes over the whole velocity component along the line of centres.

Let $b$ be the impact parameter, the distance by which the projectile's straight path would miss the centre of the struck atom. At contact, the angle $\varphi$ between $\mathbf v$ and $\mathbf n$ obeys $\sin\varphi=b/D$. Hence

$$
T=\frac{M}{2}(v\cos\varphi)^2=E\cos^2\varphi
=E\left(1-\frac{b^2}{D^2}\right).
$$

A head-on hit, $b=0$, transfers everything. A grazing hit, $b\to D$, transfers nothing.

We assume that the projectile's path is equally likely to cross any part of the target disc of area $\pi D^2$. This ignores the order of the crystal. The transfer exceeds a value $t$ when $b^2<D^2(1-t/E)$, so its probability is a ratio of areas:

$$
P(T>t)=\frac{\pi D^2(1-t/E)}{\pi D^2}=1-\frac{t}{E}.
$$

The probability density is minus the derivative with respect to $t$, which is $1/E$. All transfers between 0 and $E$ are equally likely, and the mean transfer is $E/2$. The equal masses of the silicon atoms enter here: they allow the full energy to be transferred.

### The count at low energy

For $E<E_d$ the first atom doesn't leave its site, so $\nu=0$.

For $E_d\le E<2E_d$, the two energies $T$ and $E-T$ cannot both reach $E_d$, because their sum is less than $2E_d$. There are three possible outcomes:

- The projectile continues and the struck atom stays. There is still one moving atom and one vacancy.
- The struck atom leaves and the projectile replaces it. Again there is one moving atom and one vacancy.
- Both energies are below $E_d$. The moving atom stops as an interstitial, and one pair remains.

The first two outcomes return us to the same situation with less energy. The chain ends with the third, so

$$
\nu(E)=1\qquad(E_d\le E<2E_d).
$$

### The count at high energy

For $E\ge2E_d$, at least one partner keeps $E_d$ or more. If both do, they continue separately and their pairs add. If just one does, the whole later count belongs to that atom, and the other contributes $\nu=0$. This includes replacement, where the struck atom carries on in place of the projectile. In each case the count after the collision is $\nu(T)+\nu(E-T)$. Averaging over the uniform distribution gives

$$
\nu(E)=\frac1E\int_0^E\left[\nu(T)+\nu(E-T)\right]dT .
$$

In the second term put $T'=E-T$. Then $dT=-dT'$ and the limits change places, so this term equals the first:

$$
\nu(E)=\frac2E\int_0^E\nu(T)\,dT .
$$

Multiply by $E$ and differentiate. The left side gives $\nu+E\nu'$, and the right side gives $2\nu$:

$$
\nu+E\frac{d\nu}{dE}=2\nu,
\qquad\text{so}\qquad
E\frac{d\nu}{dE}=\nu .
$$

Separating the variables gives $d\nu/\nu=dE/E$, whose solution is $\nu=CE$. The linear law suggested by scaling is therefore exact for hard spheres above $2E_d$.

The constant follows from the integral equation at $E=2E_d$. There the integrand is zero up to $E_d$ and one beyond it:

$$
\nu(2E_d)=\frac{2}{2E_d}\int_{E_d}^{2E_d}1\,dT=1 .
$$

Thus $2CE_d=1$, and

$$
\nu(E)=\frac{E}{2E_d}\qquad(E\ge2E_d).
$$

This is the Kinchin-Pease result. Since differentiation can lose a constant, we put it back into the integral equation:

$$
\begin{aligned}
\frac2E\int_0^E\nu\,dT
&=\frac2E\left[\int_{E_d}^{2E_d}dT+\int_{2E_d}^{E}\frac{T}{2E_d}\,dT\right]\\
&=\frac2E\left[E_d+\frac{E^2-4E_d^2}{4E_d}\right]\\
&=\frac2E\,\frac{E^2}{4E_d}=\frac{E}{2E_d}.
\end{aligned}
$$

The equation is satisfied. For the given cascade,

$$
\nu=\frac{10000}{2\times15}\approx333.3 .
$$

The rules can also be followed collision by collision with random transfers. The mean of 1000 such hard-sphere cascades is 333.3 pairs, with a standard error of 0.21, in agreement with the formula.

## From hard spheres to the NRT count

### How a soft transfer law can lower the count

Real atoms don't have hard surfaces. They also deflect one another in distant encounters, where little energy is transferred. To see the effect on the count, replace the uniform density by one proportional to $1/T$ between a small cutoff $T_c$ and $E$. Normalization requires

$$
A\int_{T_c}^{E}\frac{dT}{T}=A\ln\frac{E}{T_c}=1,
\qquad\text{so}\qquad
p(T)=\frac{1}{T\ln(E/T_c)} .
$$

This is an illustrative law, not a computed silicon potential. With $T_c=0.015$ eV and the same counting rules, 1000 simulated cascades give a mean of 280.7 pairs, with a standard error of 0.23. Relative to the hard-sphere count, the efficiency is

$$
\frac{280.7}{333.3}\approx0.842 .
$$

The energy balance shows where the missing pairs went. Call a hit glancing if the struck atom receives less than $E_d$ while the projectile keeps at least $E_d$. Such a hit turns energy into heat without ending the projectile's path. Glancing hits take 19.3 % of the damage energy for hard spheres and 42.1 % for the soft law.

Now divide the energy by the number of pairs. A hard-sphere pair costs 30.0 eV, of which

$$
0.193\times30.0\ \text{eV}\approx5.8\ \text{eV}
$$

is lost in glancing hits. The other 24.2 eV is lost when projectiles stop, either as interstitials or in replacements. For the soft law a pair costs $10000/280.7\approx35.6$ eV. Its glancing loss is

$$
0.421\times35.6\ \text{eV}\approx15.0\ \text{eV},
$$

which leaves 20.6 eV for the stopping events. The glancing loss has risen by 9.2 eV per pair, while the stopping loss has fallen by 3.6 eV. The net rise of 5.6 eV is the higher price of a pair. For this law the additional glancing loss thus more than accounts for the lower count, and the smaller stopping loss per pair offsets part of it.

A larger glancing loss does not by itself lower the count. The average of $\nu(T)+\nu(E-T)$ is unchanged when $T$ and $E-T$ are exchanged, so the count depends only on $p(T)+p(E-T)$. The density $2(E-T)/E^2$ favours small transfers, yet this sum equals $2/E$, as for hard spheres, and the count is again $E/(2E_d)$. The mirror image of the soft law, proportional to $1/(E-T)$, gives the same count as the soft law, with the heat of glancing hits and of replacements exchanged. What lowers the count is that the energy is often divided very unequally, so that one partner carries off an amount below the threshold.

The average of $\nu(T)+\nu(E-T)$ can also be taken on an energy grid, with equal weights for hard spheres and weights proportional to $1/T$ for the soft law. Solving for $\nu$ step by step then gives efficiencies of 1.003 for hard spheres and 0.846 for the soft law. The small hard-sphere excess comes from the grid. With 200 steps per $E_d$, the energy $2E_d$ is step 400. It has 399 possible interior transfers, and 200 of the lower grid energies have $\nu=1$. The grid value there is $2\times200/399=400/399\approx1.003$ instead of 1. For the soft law, the grid and the simulation differ by about 0.5 %. Three things differ: the grid has a finite energy step, its smallest transfer is 0.075 eV instead of 0.015 eV, and its efficiency is taken at 600 eV instead of 10000 eV. Their effects have not been separated.

### The adopted efficiency

The NRT model keeps the linear form and multiplies the hard-sphere count by a fixed efficiency of 0.8. The soft law above makes a value below one understandable, but it doesn't derive the number 0.8. Its efficiency of 0.84 belongs to the chosen form $1/T$: a steeper density, proportional to $T^{-3/2}$, gives about 0.6 under the same rules. The factor is part of the definition of the model. Above its low-energy range,

$$
N=0.8\,\frac{E}{2E_d}.
$$

This expression reaches one pair at

$$
E=\frac{2E_d}{0.8}=\frac{30}{0.8}\ \text{eV}=37.5\ \text{eV}.
$$

Below this energy it would give less than one pair, even for an atom that has certainly left its site. The model therefore sets $N=1$ there, down to the threshold:

$$
N(E)=
\begin{cases}
0, & E<E_d,\\[2pt]
1, & E_d\le E<2E_d/0.8,\\[2pt]
0.8\,E/(2E_d), & E\ge2E_d/0.8 .
\end{cases}
$$

The two upper branches meet at $N=1$. At the threshold itself the count jumps from 0 to 1, because the model uses a single sharp value of $E_d$.

### The answer

The damage energy of 10000 eV is far above 37.5 eV, so the linear branch applies:

$$
N=\frac{0.8\times10000}{2\times15}
=\frac{8000}{30}\approx266.7 .
$$

The cascade displaces about **267 silicon atoms** in the sense defined at the start: it leaves that many vacancies and as many interstitials. Atoms whose sites are refilled by replacement are not counted, so the number of atoms that change site is larger. The fraction in 266.7 has no meaning for one cascade, where the count is an integer. It belongs to the mean. Nor does the third digit express how well the damage in silicon is known, since both the threshold and the efficiency are inputs.

## Comparing the estimate with the solution

The scaling estimate of 667 is too high by a factor of 2.5 relative to the NRT count. This factor can be traced:

$$
\frac{E/E_d}{0.8\,E/(2E_d)}=\frac{2}{0.8}=2.5 .
$$

The 2 comes from the hard-sphere solution, where a pair costs on average $2E_d=30$ eV instead of the minimum of 15 eV. The division by 0.8 raises the cost to 37.5 eV. Scaling suggested the dependence on $E$ and $E_d$ that holds on the linear branch, but it could not find either number. The equal-sharing case, with 512 pairs, is still high by a factor of 1.9. It has no glancing hits and no replacements, and its atoms stop from 19.5 eV, not far above the smallest possible cost.

### The effect of the threshold

At fixed damage energy on the linear branch,

$$
NE_d=\frac{0.8E}{2}=4000\ \text{eV}.
$$

The count is inversely proportional to the threshold:

| Threshold (eV) | NRT count |
|---:|---:|
| 10 | 400.0 |
| 15 | 266.7 |
| 20 | 200.0 |
| 25 | 160.0 |

Lowering the threshold from 15 to 10 eV raises the count by 50 %, while raising it to 20 eV lowers the count by 25 %. An NRT count should therefore be quoted together with its threshold. Two counts obtained with different thresholds may differ even if the cascades are the same.

### One recoil or many

An implanted ion usually starts several silicon recoils, and the model is applied to each of them. Let their damage energies be $E_i$. If every $E_i$ is at least 37.5 eV, the counts add to

$$
\sum_i N(E_i)=\frac{0.8}{2E_d}\sum_iE_i ,
$$

so only the total matters. Ten recoils of 1000 eV give the same 266.7 pairs as one recoil of 10000 eV.

This fails when the energy is divided more finely. Five hundred recoils of 20 eV also carry 10000 eV in total, but each lies on the branch $N=1$, and together they give 500 pairs. One thousand recoils of 10 eV give none, because each is below the threshold. The total damage energy alone fixes the NRT count when every recoil lies on the linear branch, but not in general.

### What the number describes

The energy to insert is the damage energy. If the full starting energy of a recoil were used instead, and both energies lay on the linear branch, the count would be too high in the same proportion as the energy. Finding the damage energy from the starting energy requires a model of the losses to electrons, which is a separate calculation.

The count also stops at the end of the collisions. The rules treat each collision as a meeting of two atoms and leave out the crystal directions, the joint motion of many atoms in a dense cascade, and the later meeting of vacancies with interstitials. The number of defects left after the cascade has cooled, or after annealing, can therefore differ from 267. The NRT value is a standard measure of the damage dose: it converts damage energy into a number of displacements at a stated threshold. The values used here are collected in the numerical output below.

## Table of computed values

```
Damage energy: 10000 eV
Assumed displacement threshold: 15 eV
Adopted NRT efficiency: 0.8 (no unit)
Energy per pair and start of linear branch: 37.5 eV
Kinchin-Pease count: 333.3 pairs
NRT count: 266.7 pairs
NRT count, nearest integer: 267 pairs
NRT count for threshold 10 eV: 400.0 pairs
NRT count for threshold 20 eV: 200.0 pairs
NRT count for threshold 25 eV: 160.0 pairs
Mean hard-sphere transfer / energy: 0.500 (no unit)
Simulated cascades per law: 1000 (no unit)
Soft-law lower cutoff: 0.015 eV
Hard-sphere simulated count: 333.3 pairs
Hard-sphere standard error: 0.21 pairs
Soft-law simulated count: 280.7 pairs
Soft-law standard error: 0.23 pairs
Soft-law simulated efficiency: 0.842 (no unit)
Soft-law grid efficiency: 0.846 (no unit)
Hard-sphere grid efficiency: 1.003 (no unit)
Hard-sphere glancing-hit leak: 19.3 % of energy
Soft-law glancing-hit leak: 42.1 % of energy
```
